# The Flexocoupling Stability Bound at a Ferroelectric Softening Point

Consider a centrosymmetric crystal in its paraelectric state, where the equilibrium polarization is zero. A transverse wave varies along \(x\), with polarization \(P(x)\) and displacement \(u(x)\) both along the same direction perpendicular to \(x\). The shear strain is \(s=u'\), a prime meaning \(d/dx\). To second order in \(P\) and \(s\) the energy density is taken as

\[
w=\tfrac12 aP^2+\tfrac12 gP'^2+\tfrac12 cs^2+\tfrac12 hs'^2+fsP' .
\]

Here \(a=1/(\varepsilon_0\varepsilon_r)\) is the inverse susceptibility, with \(\varepsilon_r\gg1\) so that susceptibility and relative permittivity need not be distinguished. The softening point is \(a\to0^+\). The constants \(c>0\) and \(g>0\) are the shear stiffness and the polarization-gradient coefficient, \(h\) is the strain-gradient coefficient, and \(f\) is the flexocoupling coefficient, a voltage. Boundary conditions are periodic. "Stable" means that no small wave has negative energy; a wave of zero energy marks the threshold.

The coupling can be written in other ways. Since \((sP)'=s'P+sP'\) integrates to zero over a period,

\[
\int fsP'\,dx=-\int fPs'\,dx=\int\tfrac f2\,(sP'-Ps')\,dx .
\]

The three forms therefore have the same bulk stability. In a finite body they differ by a surface term, and the result below does not cover instabilities at surfaces. The second form shows what \(f\) does: under an imposed uniform strain gradient, minimizing \(\tfrac12aP^2-fPs'\) gives \(aP-fs'=0\), so \(P=(f/a)s'\). The flexoelectric coefficient is \(f/a\). It grows at softening because the crystal becomes easier to polarize, even if \(f\) stays fixed.

Electrostriction adds a term \(-QeP^2\), with \(e\) a strain component. This is cubic in small quantities, so it does not enter the quadratic energy about \(P=0\), \(e=0\). If the crystal is held at a prestrain \(e_0\), the term becomes \(-Qe_0P^2\) to second order, and comparison with \(\tfrac12aP^2\) shows that \(a\) is replaced by \(a-2Qe_0\). Prestrain moves the softening point but leaves \(f\), \(c\) and \(g\) unchanged in this model.

Take first \(h=0\). Completing the square in the strain,

\[
\tfrac12cs^2+fsP'=\tfrac12c\left(s+\frac{f}{c}P'\right)^2-\frac{f^2}{2c}P'^2 ,
\]

so that

\[
w=\tfrac12c\left(s+\frac fcP'\right)^2+\tfrac12\left(g-\frac{f^2}{c}\right)P'^2+\tfrac12aP^2 .
\]

If \(f^2\le cg\) and \(a\ge0\), every term is non-negative, and the crystal is stable. The strain relaxes in response to a polarization gradient, and this relaxation lowers the gradient stiffness from \(g\) to \(g-f^2/c\).

For the converse, let \(f^2>cg\) and choose \(P=P_0\cos qx\), with the strain \(s=-fP'/c\) that makes the first square vanish. This strain has zero mean, so it comes from a periodic displacement. The averages of \(\cos^2qx\) and \(\sin^2qx\) are both \(1/2\), hence

\[
\langle w\rangle=\frac{P_0^2}{4}\left[a-\left(\frac{f^2}{c}-g\right)q^2\right],
\]

which is negative for

\[
q>q_{\rm cut}=\sqrt{\frac{a}{f^2/c-g}} .
\]

In a continuum without strain-gradient energy, where \(q\) has no upper limit, stability at all wavelengths thus requires

\[
f^2\le cg
\]

for every \(a\ge0\). Far from softening, however, \(q_{\rm cut}\) may lie where the continuum description has already failed. What happens to short waves must be decided before the bound is applied at finite \(a\).

Now let \(h>0\). Waves of different \(q\) do not mix in a quadratic energy with constant coefficients. For each \(q>0\) the origin can be chosen so that \(P=p\cos qx\). Then \(P'=-qp\sin qx\) couples only to the sine part of the strain, \(s=\sigma\sin qx\); a cosine part, like a uniform strain, merely adds positive energy. Averaging gives

\[
\langle w\rangle=\tfrac14\left[(a+gq^2)p^2+(c+hq^2)\sigma^2-2fq\,p\sigma\right].
\]

A quadratic form with positive diagonal coefficients is non-negative if and only if the square of half its cross coefficient does not exceed their product. With \(X=q^2\) this reads \(f^2X\le(a+gX)(c+hX)\). Dividing by \(X\) and multiplying out,

\[
f^2\le cg+ah+\frac{ac}{X}+ghX .
\]

This must hold for all \(X>0\), so the smallest value of the right-hand side is needed. The last two terms can be written as

\[
\frac{ac}{X}+ghX=\left(\sqrt{\frac{ac}{X}}-\sqrt{ghX}\right)^2+2\sqrt{acgh} .
\]

The square vanishes when \(ac/X=ghX\), that is, at \(X_*=\sqrt{ac/(gh)}\). The minimum is then \(cg+ah+2\sqrt{(cg)(ah)}=(\sqrt{cg}+\sqrt{ah})^2\), and stability at all wavelengths is equivalent to

\[
|f|\le\sqrt{cg}+\sqrt{ah} .
\]

At \(a=0\) the minimum becomes a lower limit approached as \(X\to0\), and the condition is again \(f^2\le cg\). This inequality is therefore the sharp bound at the softening point. At finite \(a\), strain-gradient energy allows a larger coupling. The critical wavenumber \(q_*=\sqrt{X_*}\) is proportional to \(a^{1/4}\) when \(c,g,h\) are held fixed, so the dangerous wave becomes long at softening and the continuum description improves there.

Suppose next that \(f,c,g,h\) stay fixed while \(a\) decreases, as on cooling towards a ferroelectric transition. If \(|f|>\sqrt{cg}\), the equality \(|f|=\sqrt{cg}+\sqrt{ah}\) is reached at

\[
a_c=\frac{(|f|-\sqrt{cg})^2}{h}>0 .
\]

Inserting \(\sqrt{a_c}=(|f|-\sqrt{cg})/\sqrt h\) into \(X_*=\sqrt{a_c}\sqrt{c/(gh)}\) gives the wavenumber at onset,

\[
q_0^2=\sqrt{\frac cg}\,\frac{|f|-\sqrt{cg}}{h} .
\]

The paraelectric state becomes unstable to a modulation before the uniform susceptibility diverges. The quadratic theory gives the threshold and the period, but not the final amplitude.

The long-wave limit shows the same change of behaviour. Minimizing over \(\sigma\) at fixed \(p\) leaves the effective polarization stiffness

\[
A(q)=a+gq^2-\frac{f^2q^2}{c+hq^2}
=a+\left(g-\frac{f^2}{c}\right)q^2+\frac{f^2h}{c^2}q^4+O(q^6),
\]

where \(1/(c+hq^2)=1/c-hq^2/c^2+O(q^4)\) was used. At \(f^2=cg\) the coefficient of \(q^2\) changes sign. For smaller \(|f|\) the minimum of \(A\) is at \(q=0\); just above the bound it moves continuously to finite \(q\).

For numbers, use rough, rounded parameters in the regime of strontium titanate: \(c=120\) GPa, \(g=0.10\) GPa nm\(^2\) m\(^4\)/C\(^2\), and a strain-gradient length \(\ell=0.20\) nm, defined by \(h=c\ell^2\), which gives \(h=120\times0.20^2=4.80\) nN. With polarization in C/m\(^2\), lengths in nm and energy density in GPa, \(f\) comes out in volts, because \(1\ \text{GPa nm}/(\text{C/m}^2)=1\) J/C. The softening bound is

\[
|f|\le\sqrt{120\times0.10}=3.464\ \text{V}.
\]

At \(\varepsilon_r=300\), \(a=0.3765\) GPa m\(^4\)/C\(^2\). A coupling equal to the softening bound would then give a flexoelectric coefficient \(3.464/0.3765=9.20\) nC/m. This is not the largest value the model allows at that permittivity, since the stability threshold there is higher:

\[
|f|\le3.464+\sqrt{0.3765\times4.80}=4.808\ \text{V}.
\]

At \(\varepsilon_r=10000\) the threshold is 3.697 V, and at \(\varepsilon_r=1000000\), taken only to display the limit, it is 3.487 V. The corresponding critical periods \(2\pi/q_*\) are 2.02, 4.85 and 15.33 nm. Diagonalizing the energy of a periodic chain of 300 sites, written with finite differences of \(P\) and \(u\) and with a spacing of one tenth of the critical period in each case, gives 4.809, 3.697 and 3.487 V for the three thresholds. With a spacing of 0.39 nm the thresholds agree to within 0.001 V, but the shortest period falls from 2.02 to about 1.9 nm.

A hypothetical coupling of 4.00 V lies above the softening bound. With \(h=0\) and \(\varepsilon_r=300\), the reduction of gradient stiffness exceeds \(g\) by \(16/120-0.10=0.0333\) GPa nm\(^2\) m\(^4\)/C\(^2\), and \(q_{\rm cut}=\sqrt{0.3765/0.0333}\approx3.36\) nm\(^{-1}\). Waves with periods below 1.87 nm are unstable. For \(P_0=1\) C/m\(^2\), which only sets the scale of a quadratic energy, integration of the trial wave gives \(+0.0179\) GPa at \(0.9q_{\rm cut}\) and \(-0.0198\) GPa at \(1.1q_{\rm cut}\).

With \(h=4.80\) nN the same coupling is stable at \(\varepsilon_r=300\), because 4.00 V is below 4.808 V. As \(a\) falls, the instability arrives at

\[
a_c=\frac{(4.00-3.464)^2}{4.80}\approx0.060\ \text{GPa m}^4/\text{C}^2,
\]

or \(\varepsilon_r\approx1900\). The onset wavenumber is 1.97 nm\(^{-1}\) and the period 3.19 nm, about eight lattice spacings of 0.39 nm. This model crystal could not reach a permittivity of 10000 in a uniform paraelectric state.

The lattice itself also limits short waves. Put \(P\) and \(u\) on sites a distance \(d\) apart and replace derivatives by nearest-neighbour differences. For a wave \(e^{iqx}\) the squared magnitude of the difference operator is

\[
X=\frac{|e^{iqd}-1|^2}{d^2}=\frac{4}{d^2}\sin^2\frac{qd}{2}\le\frac4{d^2}.
\]

With \(h=0\) the condition is \(f^2\le cg+ac/X\), which is most severe at the largest \(X\). Hence

\[
f^2\le c\left(g+\frac{ad^2}{4}\right).
\]

For \(d=0.39\) nm this gives 3.704 V at \(\varepsilon_r=300\) and 3.472 V at \(\varepsilon_r=10000\). Even with \(h=0\), the discrete crystal obeys \(f^2\le cg\) as a sharp law only in the limit \(a\to0\). The values at finite \(a\) belong to this discretization, in which \(X=q^2-d^2q^4/12+\dots\) enters every term alike. Central differences for both factors of the coupling would give 5.66 and 3.80 V, with the same limit at \(a\to0\). Short periods also shift on the lattice: for the 4.00 V coupling, 1.87 nm becomes 1.71 nm and 3.19 nm becomes 3.11 nm.

The sign of the higher-order terms matters. An added energy \(\tfrac12kP''^2\) with \(k>0\) is non-negative and cannot lower a threshold. For \(k=g\ell^2=0.0040\) GPa nm\(^4\) m\(^4\)/C\(^2\), the threshold at \(\varepsilon_r=10000\) rises from 3.697 to 3.790 V. A negative \(h\) acts in the opposite direction. On the lattice, let \(h=-cd^2/40\), so that \(c+hX\) falls to \(0.90c\) at \(X=4/d^2\). Both \(ac/X\) and \(ghX\) now decrease with \(X\), and the shortest wave sets the threshold:

\[
|f|\le\sqrt{0.90\,c\left(g+\frac{ad^2}{4}\right)} .
\]

This is 3.293 V at \(\varepsilon_r=10000\), below \(\sqrt{cg}\). At \(a=0\) the bound \(f^2\le cg\) remains necessary, since long waves demand it whatever the higher-order terms do. It is sufficient only if those terms, taken together, do not make shorter waves softer, that is, if \((g+kX)(c+hX)\ge cg\) with both factors positive for all allowed \(X\). With the negative \(h\) above and \(k=0.0040\) GPa nm\(^4\) m\(^4\)/C\(^2\) this holds, and the lattice threshold at \(a=0\) is still 3.464 V.

The restriction to transverse waves comes from electrostatics. If \(P\) points along \(x\), its gradient carries bound charge. With background permittivity \(\varepsilon_b\) and no free charge, Gauss's law is \(\varepsilon_0\varepsilon_bE'=-P'\), so a wave of zero mean has \(E=-P/(\varepsilon_0\varepsilon_b)\). Its field energy density is

\[
\tfrac12\varepsilon_0\varepsilon_bE^2=\frac{P^2}{2\varepsilon_0\varepsilon_b},
\]

which adds \(1/(\varepsilon_0\varepsilon_b)\) to \(a\). For \(\varepsilon_b=5\) the addition is 22.59 GPa m\(^4\)/C\(^2\), about 2000 times the value of \(a\) at \(\varepsilon_r=10000\). The longitudinal stiffness stays finite when the transverse one vanishes, so softening imposes no corresponding long-wave bound on the longitudinal coupling.

In a cubic crystal the constants depend on direction. Let \(c_{11},c_{12},c_{44}\) be the elastic constants, with \(c_{44}\) multiplying half the squared engineering shear \(\gamma_{ij}=\partial_ju_i+\partial_iu_j\). Let \(g_{11},g_{12},g_{44}\) play the same roles for polarization gradients, and let \(g_{44}'\) multiply half the square of \(\partial_jP_i-\partial_iP_j\). The coupling energy is \(f_{11}\) times the sum of \(\partial_iu_i\,\partial_iP_i\), plus \(f_{12}\) times the sum of \(\partial_iu_i\,\partial_jP_j\) over \(i\ne j\), plus \(f_{44}\) times the products of corresponding symmetric shears. For a wave along [100] polarized along [010], the symmetric shears are \(s\) and \(P'\), and the antisymmetric gradient has magnitude \(|P'|\). The bound at softening is therefore

\[
f_{44}^2\le c_{44}(g_{44}+g_{44}') .
\]

For a wave along [110] polarized along \([1\bar10]\), each of \(\partial_x\) and \(\partial_y\) contributes \(1/\sqrt2\), and the components along \(x\) and \(y\) are \(\pm1/\sqrt2\). Thus \(\partial_xu_x=s/2\), \(\partial_yu_y=-s/2\) and \(\gamma_{xy}=0\), with the same pattern for \(P'\), while the antisymmetric polarization gradient has magnitude \(|P'|\). The elastic energy is

\[
\frac{c_{11}}2\left(\frac{s^2}{4}+\frac{s^2}{4}\right)-c_{12}\frac{s^2}{4}
=\frac12\,\frac{c_{11}-c_{12}}2\,s^2 .
\]

In the same way the gradient coefficient is \((g_{11}-g_{12})/2+g_{44}'\). The coupling is \(f_{11}(sP'/4+sP'/4)-f_{12}(sP'/4+sP'/4)=\tfrac12(f_{11}-f_{12})sP'\). Hence

\[
\frac{(f_{11}-f_{12})^2}{4}\le\frac{c_{11}-c_{12}}2\left(\frac{g_{11}-g_{12}}2+g_{44}'\right).
\]

With \(c_{11}=320\) GPa, \(c_{12}=100\) GPa and, in the unit of \(g\), \(g_{11}=0.30\), \(g_{12}=0\), \(g_{44}=g_{44}'=0.05\), this gives \(|f_{11}-f_{12}|\le2\sqrt{110\times0.20}=9.38\) V. The first bound remains \(|f_{44}|\le3.464\) V. At softening, other directions add no stricter long-wave bound. For any transverse wave the polarization gradient has zero trace, so its symmetric part combines only the two kinds of shear just treated, with weights \(\lambda\) for the [110] kind and \(1-\lambda\) for the [100] kind, where \(0\le\lambda\le1\). If the strain could relax each kind separately, the remaining gradient stiffness would be \(\lambda\) times its [110] value plus \(1-\lambda\) times its [100] value. The strain of a real wave is less free, so it cannot lower the stiffness further. When both bounds hold, the result is non-negative in every direction.

Strontium titanate is a suitable setting because it softens strongly without becoming ferroelectric under ordinary conditions: its relative permittivity is roughly 300 at room temperature and exceeds 10000 at a few kelvin. The gradient coefficients used here are rough, and doubling \(g\) alone would raise the bound by a factor \(\sqrt2\). Real crystals need not have the non-negative \(h\) assumed in the main result; the 10 % stiffness loss considered above lowers the lattice threshold at \(\varepsilon_r=10000\) from 3.472 to 3.293 V. The real crystal also loses its cubic symmetry on cooling through rotations of its oxygen octahedra, whose effect is not estimated here. This happens near 105 K, where the permittivity is roughly 1000, so permittivities of 1900 and 10000 are reached only in the tetragonal phase. A measured bending response may contain surface contributions, to which this bulk bound sets no limit.

The value of \(a\) must belong to the actual strain and temperature. With a rough \(Q=10\) GPa m\(^4\)/C\(^2\), a prestrain of 0.1 % shifts \(a\) by 0.020 GPa m\(^4\)/C\(^2\), 1.77 times its value at \(\varepsilon_r=10000\). With the sign that lowers \(a\), such a strain would carry the model past softening. Thermal fluctuations matter too. A quartic energy \(\tfrac14bP^4\) has second derivative \(3bP^2\), so to leading order it shifts \(a\) by \(3b\langle P^2\rangle\). For a rough estimate, treat \(P\) as a single component varying in three dimensions, with stiffness \(a+gq^2\) for every wave direction and the flexocoupling left out. Classical equipartition gives each wave in a volume \(V\) the mean square \(k_BT/[V(a+gq^2)]\). Summing over waves with density \(V/(2\pi)^3\) up to wavenumber \(\pi/d\),

\[
\langle P^2\rangle=\frac{k_BT}{2\pi^2}\int_0^{\pi/d}\frac{q^2\,dq}{a+gq^2} .
\]

At 300 K, with \(a\) taken at \(\varepsilon_r=300\), this is 0.0115 C\(^2\)/m\(^4\). A rough \(b=7\) GPa m\(^8\)/C\(^4\) then gives a shift of 0.24 GPa m\(^4\)/C\(^2\), or 0.64 of \(a\) at \(\varepsilon_r=300\). The estimate depends strongly on the cutoff, since a sphere of radius \(\pi/d\) holds only about half of the modes: a sphere with the full mode count gives 0.86 of \(a\), and a sum over the zone with nearest-neighbour differences gives 1.1. Only the order of magnitude, a shift comparable to \(a\), is meaningful. A measured permittivity already contains this shift, which must not be added again. The coefficients \(c\), \(g\) and \(f\) must likewise be effective values at the temperature of use. The full set of values is in the numerical output.

## Computed values

```
Units: [a] = GPa m^4/C^2, [g] = GPa nm^2 m^4/C^2
shear stiffness c = 120 GPa
gradient coefficient g = 0.10 [g]
strain-gradient length = 0.20 nm; h = 4.80 nN
lattice spacing d = 0.39 nm
softening bound sqrt(cg) = 3.464 V
as flexoelectric coefficient, eps_r 300: 9.20 nC/m
  same from long-wave response: 9.20 nC/m
Threshold with strain-gradient energy:
 eps_r 300: a = 3.765e-01 [a], period 2.02 nm
   threshold formula 4.808 V, chain 4.809 V
 eps_r 10000: a = 1.129e-02 [a], period 4.85 nm
   threshold formula 3.697 V, chain 3.697 V
 eps_r 1000000: a = 1.129e-04 [a], period 15.33 nm
   threshold formula 3.487 V, chain 3.487 V
Hypothetical coupling f = 4.00 V:
 h = 0, eps_r 300: unstable for q > 3.361 1/nm
   i.e. periods below 1.87 nm
 trial energy at 0.9 q_cut, P0 = 1 C/m^2: 0.0179 GPa
 trial energy at 1.1 q_cut, P0 = 1 C/m^2: -0.0198 GPa
 h > 0: onset a_c = 0.0598 [a], eps_r = 1888
 onset wavenumber 1.967 1/nm
 onset period 3.19 nm
 chain threshold at onset 4.000 V
Neglected effects:
 lattice, h = 0, eps_r 300: threshold 3.704 V
 lattice, h = 0, eps_r 10000: threshold 3.472 V
 zone-edge stiffness factor 0.90, eps_r 10000:
   threshold 3.293 V
 P''^2 coefficient k = 0.0040 GPa nm^4 m^4/C^2
   threshold, eps_r 10000: 3.790 V
 electrostriction Q = 10 [a], prestrain 0.1 %
   shift of a: 0.0200 [a]
   ratio to a at eps_r 10000: 1.77
 quartic b = 7 GPa m^8/C^4, T = 300 K
   classical mean P^2 = 0.0115 C^2/m^4
   thermal shift of a: 0.241 [a]
   ratio to a at eps_r 300: 0.64
 depolarization, eps_b = 5: adds 22.59 [a]
   ratio to a at eps_r 10000: 2000
Cubic inputs: c11 = 320 GPa, c12 = 100 GPa
 g11 = 0.30, g12 = 0.00 [g]
 g44 = 0.05, g44' = 0.05 [g]
 [100] bound on |f44|: 3.464 V
 [110] bound on |f11-f12|: 9.381 V
```
